\section*{In-plane heat conduction in a film with fully diffuse surfaces}

\section*{The problem}

A solid film occupies $0<z<d$ and extends far in the $x$ and $y$ directions. A uniform temperature gradient $G=dT/dx$ drives heat along the film. The surfaces at $z=0$ and $z=d$ pass no net heat and scatter every arriving heat carrier diffusely. The task is to find how the film's in-plane conductivity depends on its thickness.

The carriers, for example phonons, are described by a gray model: all have the same speed $v$, the same relaxation time $\tau$ and hence the same mean free path $\Lambda=v\tau$. Their dispersion is isotropic. Scattering inside the film conserves energy and sends carriers into all directions with equal probability. The volumetric heat capacity $C$ is taken as constant over the temperatures involved. The carriers are treated as particles, without wave interference.

A direction of travel is given by $\mu=\cos\theta$, its cosine to the $z$ axis, and by the azimuth $\phi$ measured from the $x$ axis. The velocity components needed are
\begin{equation}
v_z=v\mu,\qquad v_x=v\sqrt{1-\mu^2}\,\cos\phi ,
\end{equation}
and the element of solid angle is $d\Omega=d\mu\,d\phi$, with $-1<\mu<1$.

\section*{(a) The equation for the deviation from equilibrium}

\textbf{Question.} Let $e(x,z,\mu,\phi)$ be the carrier energy per unit volume and unit solid angle, counted from equilibrium at a reference temperature $T_0$. Write the steady Boltzmann equation for the part of $e$ that departs from equilibrium at $T(x)=T_0+Gx$.

\textbf{Solution.} In the steady state, the change of $e$ along a carrier's path is due to scattering:
\begin{equation}
v_x\frac{\partial e}{\partial x}+v_z\frac{\partial e}{\partial z}
=-\frac{e-\bar e}{\tau},\qquad
\bar e=\frac1{4\pi}\int e\,d\Omega .
\label{bte}
\end{equation}
Scattering relaxes $e$ towards its own angular average. The integral of the right side over solid angle is therefore zero, which is energy conservation.

At equilibrium the energy density $C(T-T_0)$ is shared equally among $4\pi$ steradians. We write
\begin{equation}
e=\frac{C\,[T(x)-T_0]}{4\pi}+g(z,\mu,\phi).
\end{equation}
The deviation $g$ may be taken independent of $x$, because neither the gradient nor the surfaces change along the film. Then $\partial e/\partial x=CG/4\pi$, and $e-\bar e=g-\bar g$, since the first term has no angular dependence. Multiplying (\ref{bte}) by $\tau$ gives
\begin{equation}
\mu\Lambda\frac{\partial g}{\partial z}+g-\bar g
=-A\sqrt{1-\mu^2}\,\cos\phi,\qquad
A=\frac{C\Lambda G}{4\pi}.
\label{geq}
\end{equation}
The average $\bar g$ would describe a change of temperature across the film. It is still unknown.

\section*{(b) What the surfaces emit}

\textbf{Question.} A diffuse surface emits the same $e$ into every outgoing direction. Show that zero net heat flow through the surfaces makes the outgoing $g$ vanish, and that $\bar g=0$ throughout the film.

\textbf{Solution.} Let the outgoing deviation at a surface be $b$, independent of direction. The equilibrium part of $e$ gives no net flux, so the emitted and arriving fluxes of $g$ must balance:
\begin{equation}
\int_{\rm out}|\mu|\,b\,d\Omega=\pi b
=\int_{\rm in}|\mu|\,g\,d\Omega .
\label{wall}
\end{equation}
Only the azimuthal average $h(z,\mu)=(2\pi)^{-1}\int_0^{2\pi}g\,d\phi$ enters this condition and $\bar g$. Averaging (\ref{geq}) over $\phi$ removes the driving term:
\begin{equation}
\mu\Lambda\frac{\partial h}{\partial z}=-(h-\bar h),\qquad
\bar h=\frac12\int_{-1}^{1}h\,d\mu=\bar g .
\label{heq}
\end{equation}
A constant $h$ solves this equation. To show that there is no other solution, multiply by $h$ and integrate over $\mu$ and $z$. Since $\int(h-\bar h)\bar h\,d\mu=0$, the result is
\begin{equation}
\frac{\Lambda}{2}\left[\int_{-1}^{1}\mu h^2\,d\mu\right]_{z=0}^{z=d}
=-\int_0^d\!dz\int_{-1}^{1}(h-\bar h)^2\,d\mu\le0 .
\label{unique}
\end{equation}
At $z=d$ the arriving carriers have $\mu>0$, and (\ref{wall}) reads $b=\int_0^1 2\mu h\,d\mu$. The weight $2\mu$ integrates to one, so the square of the mean cannot exceed the mean square: $b^2\le\int_0^1 2\mu h^2d\mu$. Hence
\begin{equation}
\int_{-1}^{1}\mu h^2\,d\mu\Big|_{z=d}
=\int_0^1\mu h^2\,d\mu-\frac{b^2}{2}\ge0 .
\end{equation}
At $z=0$ the roles of the two hemispheres are exchanged and the same integral is $\le0$. The left side of (\ref{unique}) is thus non-negative while the right side is non-positive, so both vanish. Then $h=\bar h$ for every $\mu$, and (\ref{heq}) gives $\partial h/\partial z=0$.

The remaining constant is a uniform shift of temperature. It carries no heat and is absorbed into $T(x)$. With this choice
\begin{equation}
\bar g=0,\qquad g=0\ \text{for carriers leaving either surface.}
\end{equation}
The surfaces emit as if in equilibrium at the local temperature $T(x)$. This follows from energy balance and from the zero azimuthal average of the driving term; it need not be assumed separately.

\section*{(c) The conductivity at depth $z$}

\textbf{Question.} Solve for $g$ and find the local conductivity $k(z)=-q_x(z)/G$, where $q_x$ is the heat flux along $x$.

\textbf{Solution.} For each direction, (\ref{geq}) is now a first-order equation in $z$ with a constant right side. A particular solution is $g=-A\sqrt{1-\mu^2}\cos\phi$, and the homogeneous solution is proportional to $e^{-z/(\mu\Lambda)}$. Carriers with $\mu>0$ start from $z=0$ with $g=0$; those with $\mu<0$ start from $z=d$ with $g=0$. Therefore
\begin{equation}
g=-A\sqrt{1-\mu^2}\cos\phi
\begin{cases}
1-e^{-z/(\mu\Lambda)}, & \mu>0,\\
1-e^{-(d-z)/(|\mu|\Lambda)}, & \mu<0 .
\end{cases}
\label{gsol}
\end{equation}
The distance back to the surface along the direction of travel is $z/\mu$ or $(d-z)/|\mu|$. The deviation builds up to its bulk value over a distance of order $\Lambda$.

The heat flux is $q_x=\int v_xg\,d\Omega$. The equilibrium part of $e$ does not contribute, as $v_x$ averages to zero. The azimuthal integral is $\int_0^{2\pi}\cos^2\phi\,d\phi=\pi$, so
\begin{equation}
q_x=-\pi vA\int_0^1(1-\mu^2)
\left[2-e^{-z/(\mu\Lambda)}-e^{-(d-z)/(\mu\Lambda)}\right]d\mu .
\label{flux}
\end{equation}
The prefactor is $\pi vA=Cv\Lambda G/4$. Far from both surfaces the exponentials vanish and the integral is $2(1-\tfrac13)=\tfrac43$. This identifies the bulk value
\begin{equation}
k_{\rm bulk}=\frac{Cv\Lambda}{4}\cdot\frac43=\frac{Cv\Lambda}{3}.
\end{equation}

For the remaining terms we use the exponential integrals
\begin{equation}
E_n(s)=\int_1^\infty\frac{e^{-st}}{t^n}\,dt
=\int_0^1\mu^{n-2}e^{-s/\mu}\,d\mu ,
\label{En}
\end{equation}
where the second form follows from $t=1/\mu$, $dt=-d\mu/\mu^2$. The factor $1$ in $1-\mu^2$ gives $E_2$, and the factor $\mu^2$ gives $E_4$. Dividing (\ref{flux}) by $-Gk_{\rm bulk}$ leaves a prefactor $\tfrac34$. With $s=z/\Lambda$ and $\delta=d/\Lambda$,
\begin{equation}
\frac{k(z)}{k_{\rm bulk}}=1-\frac34\left[E_2(s)-E_4(s)
+E_2(\delta-s)-E_4(\delta-s)\right].
\label{local}
\end{equation}

At the surface of a thick film, the terms in $\delta-s$ vanish. From (\ref{En}), $E_n(0)=1/(n-1)$ for $n>1$, so the ratio is $1-\tfrac34(1-\tfrac13)=\tfrac12$. The arriving half of the carriers has the bulk deviation, while the departing half has none.

\section*{(d) The average over the thickness}

\textbf{Question.} A measurement of the total heat current gives $k=d^{-1}\int_0^dk(z)\,dz$. Find $k/k_{\rm bulk}$ as a function of $\delta$.

\textbf{Solution.} The two surfaces contribute equally, because $s\to\delta-s$ exchanges their terms. Hence
\begin{equation}
\frac{k}{k_{\rm bulk}}=1-\frac{3}{2\delta}
\int_0^\delta[E_2(s)-E_4(s)]\,ds .
\end{equation}
Differentiating the first form in (\ref{En}) gives $dE_{n+1}/ds=-E_n$, and so
\begin{equation}
\int_0^\delta E_n(s)\,ds=E_{n+1}(0)-E_{n+1}(\delta)
=\frac1n-E_{n+1}(\delta).
\end{equation}
For $n=2$ and $n=4$ the constants are $\tfrac12$ and $\tfrac14$. Their difference is $\tfrac14$, and
\begin{equation}
\boxed{\;\frac{k}{k_{\rm bulk}}=1-\frac{3}{8\delta}
+\frac{3}{2\delta}\left[E_3(\delta)-E_5(\delta)\right],
\qquad \delta=\frac d\Lambda\;}
\label{FS}
\end{equation}
This is the Fuchs--Sondheimer function for fully diffuse surfaces. No approximation was made after the model was stated.

It is also useful to average over $z$ before integrating over direction. Since $\delta^{-1}\int_0^\delta e^{-s/\mu}ds=(\mu/\delta)(1-e^{-\delta/\mu})$,
\begin{equation}
\frac{k}{k_{\rm bulk}}=\frac32\int_0^1(1-\mu^2)
\left[1-\frac{\mu}{\delta}\left(1-e^{-\delta/\mu}\right)\right]d\mu .
\label{direction}
\end{equation}
The integrand shows how much heat each pair of directions $\pm\mu$ carries.

\section*{(e) Thick films}

\textbf{Question.} Find the leading correction for $d\gg\Lambda$ and bound what is left out. Does adding a surface resistance to the bulk resistance reproduce (\ref{FS})?

\textbf{Solution.} By (\ref{En}), the last term of (\ref{FS}) is
\begin{equation}
R=\frac{3}{2\delta}\int_0^1\mu(1-\mu^2)e^{-\delta/\mu}\,d\mu .
\end{equation}
The exponential is positive and less than $e^{-\delta}$ for $\mu<1$, while $\int_0^1(\mu-\mu^3)d\mu=\tfrac14$. Thus
\begin{equation}
\frac{k}{k_{\rm bulk}}=1-\frac{3}{8\delta}+R,\qquad
0<R<\frac{3}{8\delta}e^{-\delta}.
\label{thick}
\end{equation}
The first correction equals the loss of a layer of thickness $3\Lambda/16$ at each surface. This counts the reduction due to each surface, proportional to $E_2(s)-E_4(s)$ in (\ref{local}), out to $s=\infty$; $R$ gives back the part that would lie beyond the opposite surface.

Adding resistances suggests the interpolation
\begin{equation}
\frac{k_{\rm add}}{k_{\rm bulk}}=\frac{1}{1+3/(8\delta)}
=1-\frac{3}{8\delta}+\frac{9}{64\delta^2}-\cdots .
\end{equation}
Its first correction is right, but (\ref{thick}) contains no term in $1/\delta^2$. Surface and internal scattering do not add as separate resistances here, even for a single direction: the square bracket in (\ref{direction}) is $1-(\mu/\delta)(1-e^{-\delta/\mu})$, whereas added resistances with the same first correction would give $1/(1+\mu/\delta)$.

\section*{(f) Thin films and grazing directions}

\textbf{Question.} Find $k/k_{\rm bulk}$ for $d\ll\Lambda$, and identify the directions that produce its leading behaviour.

\textbf{Solution.} Let $H(\delta)=E_3(\delta)-E_5(\delta)$. The values at zero are $H(0)=\tfrac12-\tfrac14=\tfrac14$ and $H'(0)=-E_2(0)+E_4(0)=-\tfrac23$. Two derivatives give $H''=E_1-E_3$.

We need $E_1$ at small argument. Substituting $u=\delta t$ and integrating by parts,
\begin{equation}
E_1(\delta)=\int_\delta^\infty\frac{e^{-u}}u\,du
=-e^{-\delta}\ln\delta+\int_\delta^\infty e^{-u}\ln u\,du .
\end{equation}
As $\delta\to0$ the last integral tends to $-\gamma$, which defines Euler's constant $\gamma$. Also $E_1'=-e^{-\delta}/\delta=-1/\delta+1-\cdots$, so $E_1=-\ln\delta-\gamma+\delta+O(\delta^2)$. From $E_3'=-E_2$ and $E_2(0)=1$ we have $E_3=\tfrac12-\delta+O(\delta^2\ln\delta)$. Therefore
\begin{equation}
H''=\ln\frac1\delta-\gamma-\frac12+2\delta+O(\delta^2\ln\delta).
\end{equation}
Integrating $\ln(1/\delta)$ twice from zero gives $\tfrac12\delta^2\ln(1/\delta)+\tfrac34\delta^2$. With the constants above,
\begin{equation}
H=\frac14-\frac{2\delta}{3}+\frac{\delta^2}{2}
\left[\ln\frac1\delta+1-\gamma\right]+\frac{\delta^3}{3}
+O(\delta^4\ln\delta).
\end{equation}
In (\ref{FS}), the first term of $H$ cancels $-3/(8\delta)$ and the second cancels $1$. What remains is
\begin{equation}
\frac{k}{k_{\rm bulk}}=\frac{3\delta}{4}
\left[\ln\frac1\delta+1-\gamma\right]+\frac{\delta^2}{2}
+O(\delta^3\ln\delta).
\label{thin}
\end{equation}

The logarithm can be traced with (\ref{direction}). For $\mu\gg\delta$, expanding the exponential reduces the square bracket to $\delta/(2\mu)$. Directions steeper than a fixed $\mu_0$ then contribute
\begin{equation}
\frac{3\delta}{4}\int_{\mu_0}^1\frac{1-\mu^2}{\mu}\,d\mu
=\frac{3\delta}{4}\left[\ln\frac1{\mu_0}-\frac{1-\mu_0^2}{2}\right],
\end{equation}
which is linear in $\delta$. For $\mu<\delta$ the square bracket lies between 0 and 1, so this range contributes at most $3\delta/2$, again without a logarithm. The logarithm comes from the range between: directions close to the film plane, but steep enough to reach a surface before being scattered inside.

Multiplying the leading part of (\ref{thin}) by $k_{\rm bulk}$ gives
\begin{equation}
k\simeq\frac{Cvd}{4}\left[\ln\frac{\Lambda}{d}+1-\gamma\right].
\end{equation}
At fixed $d$, this grows without bound as internal scattering is removed. Diffuse surfaces alone therefore do not give an infinitely long film a finite conductivity in this model. In a film whose length is not large compared with $\Lambda$, the ends intercept grazing carriers and the present solution fails.

\section*{(g) A film half a mean free path thick}

\textbf{Question.} Take the model values $C=1.5\times10^6\ \mathrm{J\,m^{-3}\,K^{-1}}$, $v=5000\ \mathrm{m/s}$, $\Lambda=40\ \mathrm{nm}$ and $d=20\ \mathrm{nm}$. Find the conductivity, compare it with the approximations, and examine the part played by grazing carriers.

\textbf{Solution.} The bulk conductivity is
\begin{equation}
k_{\rm bulk}=\frac{(1.5\times10^6)(5000)(40\times10^{-9})}{3}
=100\ \mathrm{W\,m^{-1}\,K^{-1}} .
\end{equation}
For $\delta=20/40=0.5$, the exponential integrals are $E_3=0.221604$ and $E_5=0.130977$. Equation (\ref{FS}) gives
\begin{equation}
\frac{k}{k_{\rm bulk}}=1-0.75+3(0.221604-0.130977)=0.522,
\end{equation}
or $k=52.2\ \mathrm{W\,m^{-1}\,K^{-1}}$. The local value is 37.9 at a surface and 57.2 at mid-plane, in the same unit. The surface value is below half of bulk because, for many arriving directions, the path from the opposite surface is too short for the deviation to reach its bulk value.

Adding resistances gives a ratio of 0.571, which is 9.5\% above the full result. Other thicknesses show where the limits serve; the thick limit is (\ref{thick}) without $R$, and the thin limit is (\ref{thin}) without its remainder.
\begin{center}
\begin{tabular}{cccc}
$\delta$ & full & thick limit & thin limit\\
0.10 & 0.2091 & $-2.7500$ & 0.2094\\
0.50 & 0.5219 & 0.2500 & 0.5435\\
1.00 & 0.6839 & 0.6250 & 0.8171\\
5.00 & 0.9251 & 0.9250 & 8.0500
\end{tabular}
\end{center}
The thick limit is already good at $\delta=5$, but becomes negative, and so meaningless, in thin films. At $\delta=0.5$ the thin limit is about 4\% above the full result.

Directions with $|\mu|<0.1$ carry 15.0\% of the heat in bulk, 25.8\% at $\delta=0.5$ and 64.6\% at $\delta=0.01$. Thinning the film suppresses the steeper carriers more strongly, in agreement with part (f).

Two independent calculations check the solution at $\delta=0.5$. In a finite-difference solution of the Boltzmann equation, the internal temperature and the surface emission were left free and started from uneven values. Energy conservation brought them to a common value, as shown in part (b), and the average ratio was 0.5219. A simulation of random flights between diffuse surfaces gave $0.523\pm0.002$ for the ratio of film to bulk diffusivity, which equals the conductivity ratio at fixed $C$. These and further checks are in the numerical output.

The result should not be carried over unchanged to a real film. Partly specular surfaces let carriers keep some of their in-plane deviation and so raise $k$. A broad spread of mean free paths cannot in general be represented by one $\Lambda$. Collisions that conserve the carriers' total momentum do not relax $g$ in the way assumed in (\ref{bte}), and a film comparable in thickness to the carrier wavelength needs a wave description.

\section*{Computed values}
\begin{verbatim}
heat capacity C = 1.50e+06 J m^-3 K^-1
carrier speed v = 5000 m/s
mean free path = 40.0 nm
film thickness = 20.0 nm
thickness / mean free path = 0.500
bulk conductivity = 100.00 W m^-1 K^-1
E3 = 0.221604 (dimensionless)
E5 = 0.130977 (dimensionless)
film/bulk conductivity ratio = 0.52188
film conductivity = 52.19 W m^-1 K^-1
local conductivity at surface = 37.89 W m^-1 K^-1
local conductivity at mid-plane = 57.22 W m^-1 K^-1
added-resistance ratio = 0.57143
its excess over full result = 9.49 %
d (nm), d/mfp, full ratio, thick limit, thin limit, k (W/m/K):
   0.4   0.01 0.03776 -36.50000 0.03776 3.78
   4.0   0.10 0.20913 -2.75000 0.20940 20.91
  20.0   0.50 0.52188 0.25000 0.54347 52.19
  40.0   1.00 0.68386 0.62500 0.81709 68.39
 200.0   5.00 0.92505 0.92500 8.05005 92.51
 400.0  10.00 0.96250 0.96250 35.90149 96.25
grazing cut |mu| = 0.10
grazing heat share, bulk = 14.95 %
grazing heat share, d/mfp 0.50 = 25.79 %
grazing heat share, d/mfp 0.01 = 64.63 %
finite-difference film ratio = 0.52188
largest local-ratio difference = 5.5e-04
final temperature-shift spread = 1.1e-16 (scaled)
random-flight film ratio = 0.5232
random-flight standard error = 0.0020
largest double-quadrature difference = 2.7e-11
thick-limit remainder at d/mfp 10 = 6.89e-08
\end{verbatim}
